# Tip-induced band bending and the zero-conductance window of a semiconductor

**Q.** I have a tunnelling spectrum taken over n-type silicon. The conductance is zero between two biases, and I read the distance between them as the band gap. Below the conduction edge and above the valence edge there are no states, so no current can flow. What could be wrong with that?

**A.** The statement about states is sound for a fixed set of bands. But the tip is also an electrode a nanometre from the surface, and its field enters the semiconductor. The bands at the surface shift while you sweep the bias, so you measure the two edges against two different backgrounds.

**Q.** A shift moves both edges together. It should drop out of the difference.

**A.** It would if it were the same at both biases. Let us fix signs and see. Let $V$ be the sample bias, so that for $V>0$ the tip Fermi level lies $eV$ above the sample's. I measure electron energies from the sample Fermi level and, for simplicity, put the bulk conduction edge at that same energy. Let $b(V)$ be the upward shift of the bands at the surface. The surface conduction edge is then at $b$ and the surface valence edge at $b-E_g$.

Suppose for now that current starts when the tip Fermi level meets a surface edge. The two onsets obey

$$eV_+=b(V_+),\qquad eV_-=-E_g+b(V_-).$$

Subtracting the second from the first gives the apparent gap

$$W_{\rm app}=e(V_+-V_-)=E_g+b(V_+)-b(V_-).$$

A constant shift does cancel. A change of shift between the onsets does not. Had I put the bulk conduction edge elsewhere, the same constant would appear in both onsets and cancel as well.

**Q.** Then the window could come out too wide or too narrow, depending on which shift is larger.

**A.** That needs the electrostatics. Take a planar tip, a vacuum gap $d$, and a semiconductor with no charge in surface states. Let $W$ be the tip work function and $\chi$ the electron affinity. The vacuum level is at $eV+W$ beside the tip and at $b+\chi$ beside the sample. The drop across the gap, counted positive when the tip side is higher, is

$$U=eV+W-\chi-b. \tag{1}$$

Inside the semiconductor let $b(z)$ be the band shift at depth $z$, so that $b(0)=b$. It equals $-e$ times the electrostatic potential. With ionized donors of density $N$, electrons of density $n$ and relative permittivity $\kappa$, Poisson's equation is

$$b''(z)=\frac{e^2(N-n)}{\kappa\varepsilon_0}.$$

I assume Boltzmann statistics, $n=Ne^{-b(z)/kT}$, and no layer of holes. Then

$$b''=K\left(1-e^{-b/kT}\right),\qquad K=\frac{e^2N}{\kappa\varepsilon_0}.$$

Multiply by $b'$. The left side becomes the derivative of $b'^2/2$, and the right side can be integrated over $b$. Both $b$ and $b'$ vanish in the bulk, so integrating from there to the surface gives, with $F=-b'(0)$,

$$F^2=2K\left[b-kT\left(1-e^{-b/kT}\right)\right]. \tag{2}$$

The bands relax monotonically into the bulk, so $F$ has the sign of $b$. The bracket has derivative $1-e^{-b/kT}$, which is positive for $b>0$ and negative for $b<0$. Its value therefore grows as $b$ moves away from zero on either side. Together with the sign of $F$, this makes $F$ a strictly rising function of $b$.

Without surface charge the displacement is continuous, which gives

$$\frac{U}{d}=\kappa F. \tag{3}$$

So $U$ rises with $b$ too. Equation (1), written as $eV=U+b-(W-\chi)$, then shows that $V$ rises with $b$. Read backwards, $b$ and $U$ both rise with $V$.

**Q.** And the order of the onsets?

**A.** By (1), $eV-b=U-(W-\chi)$, which rises with $V$. This quantity is $0$ at the upper onset and $-E_g$ at the lower one, so $V_+>V_-$. Hence $b(V_+)>b(V_-)$, and in this model $W_{\rm app}>E_g$. The part of the bias that bends the bands is not available to move the tip Fermi level relative to the surface edges.

**Q.** By how much? I would expect to have to solve for $b$ and $V$ together.

**A.** At the onsets that is unnecessary. Put $eV_+=b(V_+)$ into (1), and the bending cancels. Do the same at the other edge:

$$U_+=W-\chi,\qquad U_-=W-\chi-E_g.$$

The vacuum drop at each onset is fixed whatever the doping. Equation (3) gives the field, and (2) gives the bending.

If the surface is depleted, $b\gg kT$, the exponential in (2) is negligible and

$$b=\frac{F^2}{2K}+kT=\frac{U^2}{2K\kappa^2d^2}+kT.$$

If this holds at both onsets, the terms $kT$ cancel in the difference. The remaining factor is

$$U_+^2-U_-^2=(U_+-U_-)(U_++U_-)=E_g\left[2(W-\chi)-E_g\right].$$

Since $K\kappa^2=e^2N\kappa/\varepsilon_0$, the result is

$$W_{\rm app}=E_g+\frac{\varepsilon_0E_g\left[2(W-\chi)-E_g\right]}{2\kappa Ne^2d^2}. \tag{4}$$

Depletion at both onsets requires $U_->0$, that is $W-\chi>E_g$, with enough margin that $b(V_-)\gg kT$.

**Q.** Put in numbers for my silicon.

**A.** Take hydrogen-passivated n-type Si(001) at 77 K, with rough values $E_g=1.17$ eV, $\chi=4.05$ eV and $\kappa=11.7$. Let the tip be platinum-like with $W=5.6$ eV, at $d=1$ nm, and let $N=5\times10^{18}$ cm$^{-3}$. Then $K=0.00773$ eV/nm$^2$ and $kT=0.0066$ eV.

At the upper onset $U_+=5.60-4.05=1.55$ eV, so $F=1.55/11.7=0.1325$ eV/nm, a field of 1.3 MV/cm. The bending is

$$b(V_+)=\frac{(0.1325)^2}{2(0.00773)}+0.007=1.14\ \text{eV}.$$

At the lower onset $U_-=1.55-1.17=0.38$ eV and $F=0.0325$ eV/nm, which gives $b(V_-)=0.075$ eV. The onsets lie at $V_+=1.14$ V and $V_-=0.075-1.17=-1.095$ V. The apparent gap is 2.24 eV, wider than the true one by 1.07 eV.

As a test, Poisson's equation was also solved on a grid, bias by bias, and the onsets were read off where the tip Fermi level crossed the surface edges. That window and the one from (4) are both 2.237 eV. The agreement confirms the algebra and says nothing yet about whether current really waits for those edges.

**Q.** If the excess comes from bending, I should be able to change it without changing the crystal.

**A.** Equation (4) says how: the excess falls as $1/N$ and as $1/d^2$. With all else fixed, doubling $N$ to $10^{19}$ cm$^{-3}$ halves it and gives a window of 1.70 eV. At $2\times10^{19}$ cm$^{-3}$ the window is 1.44 eV. Going back to the original doping and doubling the gap to 2 nm also gives 1.44 eV, since the factor is again four. In the limit of strong screening the distance between the surface edges tends to $E_g$.

The tip height is the easier one to vary on a given sample. A window that narrows as the tip retracts is what bending predicts, provided that the detection limit relative to the tunnelling signal stays the same. Retraction weakens the current, so that condition has to be arranged.

**Q.** What if the tip has a lower work function? Tungsten is nearer 4.5 eV.

**A.** Then $U_+=0.45$ eV but $U_-=-0.72$ eV. At the lower onset the bands bend down and electrons accumulate at the surface. Equation (4) no longer applies, but (2) does. It gives $b(V_+)=0.102$ eV and $b(V_-)=-0.025$ eV, and the distance between the edges is 1.30 eV. The bending is small on the accumulation side because the electron density rises steeply and screens the field. Boltzmann statistics exaggerates that rise: it puts the surface density at $e^{0.025/0.0066}$, or some 40 times the doping, where the electrons are strongly degenerate. With Fermi–Dirac statistics the density rises more slowly, so the downward bending is larger than 0.025 eV and the distance somewhat more than 1.30 eV.

The edges are still further apart than $E_g$, as the general argument requires. But electrons in the conduction band can now reach the tip at biases between the edges, so this distance need not be a zero-conductance window.

**Q.** That worries me for the first tip as well. You assumed that current waits for a surface edge. The depletion layer is only a barrier, and electrons tunnel.

**A.** They do, on both sides. For $0<V<V_+$ the tip Fermi level is below the conduction edge at the surface but above it in the bulk. An electron can tunnel through the vacuum and then through what remains of the depletion layer. For $V_-<V<0$, conduction electrons supplied by the donors can tunnel outwards to the tip before the valence edge is reached.

For an electron of energy $E$ in a valley with mass $m_v$ along the surface normal, the WKB factor of the depletion layer is

$$T_v(E)=\exp\left[-\frac{2}{\hbar}\int_{b(z)>E}\sqrt{2m_v\,[b(z)-E]}\,dz\right].$$

I average this over energy with weight $e^{-(E-E_0)/kT}/kT$, starting at $E_0$, the larger of $eV$ and zero. Each energy also carries its decay through the vacuum, $e^{-2d(q-q_0)}$. Here

$$q=\sqrt{\frac{2m_e}{\hbar^2}\left(W-\frac U2+eV-E\right)+k_v^2}$$

uses the mean vacuum barrier and the lateral wavevector $k_v$ of the valley, and $q_0$ is its value at $E=eV$, $k_v=0$. The result is a signal relative to an unobstructed state at the tip Fermi level.

On Si(001) two valleys have $m_v=0.92\,m_e$ and $k_v=0$. The other four have $m_v=0.19\,m_e$, which helps them through the depletion layer, but $k_v=7.06$ nm$^{-1}$ on the $2\times1$ surface, which hinders them in vacuum. I give the first pair weight 1 and the four others weight 2.

**Q.** How much of the widening survives?

**A.** It depends on what you can detect. In the planar model, if signals below $10^{-2}$ count as zero, the window runs from about $-0.95$ to $0.67$ V and is 1.6 eV wide. With a floor of $10^{-3}$ it is 1.3 eV. Of the ideal widening of 1.07 eV, about 0.4 eV survives in the first case and under 0.2 eV in the second. These are WKB estimates without prefactors, so their second digit should not be trusted far. They also give full weight to the folding of the four side valleys by the $2\times1$ reconstruction. With the unfolded $k_v=9.84$ nm$^{-1}$ the two windows are about 1.7 and 1.5 eV, and about 0.3 eV survives in the second case.

For the tip with $W=4.5$ eV, the relative leakage at zero bias is already $1.4\times10^{-2}$. With a floor of $10^{-2}$, the estimate leaves no zero-conductance interval around zero bias. For the platinum-like tip the corresponding number is $7\times10^{-10}$.

**Q.** So a more sensitive amplifier gives a narrower "gap" from the same crystal. And my tip is not a plane. Does that matter?

**A.** Very much here. Under a tip of radius $R$ the vacuum gap at lateral distance $r$ is roughly $d+r^2/2R$, which doubles at $r=\sqrt{2Rd}$. For $R=100$ nm that is 14 nm, while the planar depletion layer at the upper onset is 17 nm deep. The planar picture needs the first length to be much larger than the second.

I estimated the effect by solving Poisson's equation with axial symmetry and this local gap. The distance between the edges falls from 2.24 eV to 1.79 eV for $R=100$ nm and to 1.61 eV for $R=30$ nm. With leakage and a floor of $10^{-2}$, the detectable windows are about 1.25 eV and 1.03 eV. These four values move by 0.01 to 0.02 eV with the mesh and the size of the domain.

**Q.** The last one is smaller than the gap! Then I cannot even say that the window is an upper bound.

**A.** You cannot. The inequality $W_{\rm app}>E_g$ concerns the surface edges. The zero-conductance window also depends on leakage, which works the other way. In this example the two nearly balance for $R=100$ nm, and a window close to 1.17 eV could arise from such a balance rather than from an absence of bending. Retracting the tip does not remove the difficulty. It reduces the bending, but this also weakens the barrier in the semiconductor, so the relative leakage grows and the detected window can shrink well below $E_g$ instead of tending to it.

**Q.** How far should I trust the rest of the example for a real sample?

**A.** The silicon parameters are rough typical values. The doping is heavy, the work function is at the high end for tips, and a planar tip is far from the usual case. Two further assumptions deserve numbers.

The first is the absence of surface charge. Between the onsets the depth of the depletion layer, $F/K$, changes from 4.2 to 17.1 nm. The donors uncovered per area are $5\times10^{18}\ \text{cm}^{-3}\times12.9\ \text{nm}$, or about $6.5\times10^{12}$ cm$^{-2}$. If surface states or dangling bonds take up nearly all of that change of charge instead, $b$ hardly differs between the onsets and most of the widening of 1.07 eV disappears. This requires a density of surface states high enough that a small shift of the bands changes their charge by that amount. Passivation matters for this reason.

The second is the absence of holes. At the upper onset $E_g-b(V_+)$ is 29 meV, a little over $4kT$. In the model the surface valence edge is still below the sample Fermi level, and also below the bulk conduction edge, so there is no energy overlap for tunnelling between the bands. The field is high enough to raise the question of avalanche breakdown, but an electron entering at the surface edge gains at most 1.14 eV, less than the 1.17 eV needed to create a pair. These margins are too thin to carry over to a real sample. Doping at this level narrows the gap by some tens of meV, and a tip work function only 0.02 eV higher would already use up the 29 meV. The upper onset of the planar example therefore lies at the limit of the model. Halving the doping would double the first term of $b(V_+)$ and take the bending to about 2.3 eV, where holes and interband tunnelling can no longer be left out.

For the depleted surfaces under the first tip, Boltzmann statistics is a smaller matter: Fermi–Dirac statistics puts the Fermi level 5.5 meV above the conduction edge at this doping. I have left out image forces, the narrowing of the gap by doping, and the discreteness of the donors.

**Q.** Then what may I report from my spectrum?

**A.** Report the window together with the detection floor, the tip height and the doping. To turn it into a band gap you need the bending at each onset and an estimate of the leakage. Tip height changes both, so spectra at several heights and several detection floors have to be fitted together with a model that contains both. The numerical output below gives the main computed values.

## Calculated quantities

```
Temperature 77 K, kT = 6.64 meV
True gap 1.17 eV, affinity 4.05 eV, permittivity 11.7
Tip work function 5.60 eV, vacuum gap 1.0 nm
Donor density 5.0e+18 cm^-3
Depletion curvature K = 0.007733 eV/nm^2
Vacuum drop at upper edge 1.55 eV
Vacuum drop at lower edge 0.38 eV
Semiconductor surface field, upper edge 1.325 MV/cm
Depletion width, upper edge 17.1 nm
Bending at upper edge, first integral 1.141 eV
Bending at lower edge, first integral 0.075 eV
Upper edge bias, Poisson solution 1.141 V
Lower edge bias, Poisson solution -1.095 V
Ideal window, Poisson solution 2.237 eV
Ideal window, closed formula 2.237 eV
Ideal widening 1.067 eV
Largest bending error over sweep 0.007 meV
N=1e+19 cm^-3, d=1.0 nm: window 1.703 eV, formula 1.703 eV
N=2e+19 cm^-3, d=1.0 nm: window 1.437 eV, formula 1.437 eV
N=5e+18 cm^-3, d=1.5 nm: window 1.644 eV, formula 1.644 eV
N=5e+18 cm^-3, d=2.0 nm: window 1.437 eV, formula 1.437 eV
Low-work-function tip 4.50 eV:
  bending upper 0.102 eV, lower -0.025 eV
  edge-to-edge window 1.298 eV
  relative leakage at zero bias 1.4e-02
Relative leakage at zero bias, main tip 6.8e-10
Side-valley lateral wavevector 7.06 1/nm
Valley masses 0.92 and 0.19 electron masses
Planar, detection floor 1e-02: -0.95 V to 0.67 V, window 1.61 eV
Planar, detection floor 1e-03: -0.81 V to 0.52 V, window 1.33 eV
Tip radius 100 nm: upper edge 0.69 V, ideal window 1.79 eV
  floor 1e-02: -0.89 V to 0.36 V, window 1.25 eV
Tip radius 30 nm: upper edge 0.50 V, ideal window 1.61 eV
  floor 1e-02: -0.81 V to 0.23 V, window 1.03 eV
Fermi level above conduction edge 5.5 meV
Margin to inversion, gap minus bending 29 meV
```
